# Wind forces on s-only and p-only impurities of unit screening charge

**Problem.** Two different impurities sit in jellium, a gas of free electrons with spin degeneracy two and a uniform neutralising background. Each attracts a screening cloud of one electron. At the Fermi level the first has only an s-wave phase shift and the second only a p-wave phase shift; all others are zero. Verify that both obey the Friedel sum rule, and find the ratio of the electron-wind forces on them when both carry the same current density in the same host.

**A tempting solution**

The Friedel sum rule for a screening charge of $Z$ electrons is

$$Z=\frac{2}{\pi}\sum_l(2l+1)\,\delta_l ,$$

with phase shifts $\delta_l$ taken at the Fermi wave number $k_F$. Setting $Z=1$ gives $\delta_0=\pi/2$ for the first impurity. For the second, $3\delta_1=\pi/2$, so $\delta_1=\pi/6$. The wind force is proportional to

$$S=\sum_{l\ge0}(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

One phase shift is non-zero in each case, so one term is kept in each sum. The s impurity gives $S=\sin^2(\pi/2)=1$. The p impurity gives the $l=1$ term, $S=2\sin^2(\pi/6)=1/2$. The ratio appears to be 2.

**Where it fails**

The phase shifts are right, but the second sum is incomplete. Its terms belong to pairs of neighbouring channels, not to single channels. A lone $\delta_1$ enters two pairs: $(1,2)$, which was kept, and $(0,1)$, which was dropped. The latter contributes $\sin^2(0-\pi/6)=1/4$, although $\delta_0=0$. The derivation below shows why pairs appear.

**The sum rule**

Enclose the impurity in a large sphere of radius $R$ on which the wave function vanishes. Outside the short-ranged potential the radial wave tends to $\sin(kr-l\pi/2+\delta_l)$, so the allowed wave numbers satisfy

$$kR-\frac{l\pi}{2}+\delta_l(k)=N\pi ,$$

where $N$ is an integer. Up to $k_F$ the smoothed number of levels is $[k_FR-l\pi/2+\delta_l(k_F)]/\pi$, apart from a constant that cancels in the next step. Subtracting the same count without the impurity leaves $\delta_l/\pi$ extra levels. Each is multiplied by 2 for spin and $2l+1$ for orientation, which gives the sum rule. Here $\delta_l$ is continuous in energy and vanishes at infinite energy, so that bound states are counted. A channel with $\delta_l=\pi$ would thus add to the charge without scattering, which is why the problem sets the other phase shifts to zero. For the two impurities,

$$\frac{2}{\pi}\cdot\frac{\pi}{2}=1,\qquad \frac{2}{\pi}\cdot3\cdot\frac{\pi}{6}=1 .$$

**The force from one scattering state**

Let $V(r)$ be the electron's potential energy and $m$ its mass. The force on an electron is $-\nabla V$; the reaction on the impurity is $+\nabla V$. For a wave incident along $z$ with unit density,

$$F_z=\int|\psi|^2V'(r)\cos\theta\,d^3r,\qquad
\psi=\frac{1}{kr}\sum_l(2l+1)i^le^{i\delta_l}u_l(r)P_l(\cos\theta),$$

where $u_l\to\sin(kr-l\pi/2+\delta_l)$ at large $r$.

The factor $\cos\theta$ connects $P_l$ only with $P_{l\pm1}$. From $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$, with $\mu=\cos\theta$, and $\int_{-1}^{1}P_{l+1}^2d\mu=2/(2l+3)$,

$$\int P_lP_{l+1}\cos\theta\,d\Omega=\frac{4\pi(l+1)}{(2l+1)(2l+3)} .$$

Write $L=l+1$ and $\Delta_l=\delta_l-\delta_L$. The two cross terms of the pair carry the phase factor

$$2\,\mathrm{Re}\left[i^l(-i)^{l+1}e^{i\Delta_l}\right]=2\,\mathrm{Re}\left[-ie^{i\Delta_l}\right]=2\sin\Delta_l .$$

The factors $(2l+1)(2l+3)$ cancel, as does $r^2$, leaving

$$F_z=\frac{8\pi}{k^2}\sum_l(l+1)\sin\Delta_l\int_0^\infty u_lu_LV'\,dr .$$

To evaluate the integral, set $U=2mV/\hbar^2$ and $Q=U-k^2$. The radial equations are

$$u_l''=\left[\frac{l(l+1)}{r^2}+Q\right]u_l,\qquad
u_L''=\left[\frac{(l+1)(l+2)}{r^2}+Q\right]u_L .$$

Differentiate $u_l'u_L'$, insert these equations, and use $Q(u_lu_L)'=(Qu_lu_L)'-U'u_lu_L$. Rearranged, the result is

$$U'u_lu_L=(Qu_lu_L-u_l'u_L')'+\frac{l+1}{r^2}\left[l\,u_lu_L'+(l+2)u_l'u_L\right].$$

The last term is also a derivative. Define

$$P=\frac{(l+1)^2}{r^2}u_lu_L,\qquad T=\frac{l+1}{r}(u_l'u_L-u_lu_L').$$

The difference of the two centrifugal terms is $-2(l+1)/r^2$, hence

$$P'=\frac{(l+1)^2}{r^2}(u_l'u_L+u_lu_L')-\frac{2(l+1)^2}{r^3}u_lu_L,$$

$$T'=-\frac{l+1}{r^2}(u_l'u_L-u_lu_L')-\frac{2(l+1)^2}{r^3}u_lu_L .$$

In $P'-T'$ the $r^{-3}$ terms cancel. The coefficient of $u_l'u_L$ is $(l+1)(l+2)/r^2$ and that of $u_lu_L'$ is $(l+1)l/r^2$, as required. Therefore

$$\int_0^\infty U'u_lu_L\,dr=\left[Qu_lu_L-u_l'u_L'+P-T\right]_0^\infty .$$

At the origin $u_l\sim r^{l+1}$, and every term vanishes for a potential no more singular than $1/r$. At infinity $U$, $P$ and $T$ vanish. The arguments of the two sine waves differ by $\pi/2+\Delta_l$, so the bracket becomes $-k^2\cos(\pi/2+\Delta_l)=k^2\sin\Delta_l$. Thus

$$\int_0^\infty u_lu_LV'\,dr=\frac{\hbar^2k^2}{2m}\sin\Delta_l,\qquad
F_z=\frac{4\pi\hbar^2}{m}S=\hbar k\,v\,\sigma_{\rm tr},\qquad \sigma_{\rm tr}=\frac{4\pi}{k^2}S,$$

with $v=\hbar k/m$. The force comes from interference between neighbouring partial waves. An unshifted s wave still interferes with a shifted p wave, which is why the pair $(0,1)$ counts.

**From one electron to the current**

Let $w$ be the elastic scattering rate between two states with occupations $f$ and $f'$. The net flow is $w[f(1-f')-f'(1-f)]=w(f-f')$, so the Pauli factors cancel and the single-electron forces can be added with weight $f$.

Assume that the current displaces the Fermi sphere rigidly by $q=mv_d/\hbar$, where $v_d$ is the drift speed. At low temperature and to first order, the change in occupation is $q\cos\theta\,\delta(k-k_F)$. With $v_F=\hbar k_F/m$ and electron density $n=k_F^3/(3\pi^2)$,

$$F=\frac{2}{(2\pi)^3}\int q\cos^2\theta\,\delta(k-k_F)\,\hbar kv\sigma_{\rm tr}\,d^3k
=\frac{k_F^3}{3\pi^2}\hbar q\,v_F\sigma_{\rm tr}=nmv_dv_F\sigma_{\rm tr}.$$

Since the current density has magnitude $j=nev_d$, with $e>0$,

$$F=\frac{\hbar k_F\sigma_{\rm tr}}{e}\,j .$$

The force points along the electron flow, opposite to the electric field. At fixed $n$ and $j$ it depends on the impurity only through $S$.

**The right answer**

If only $\delta_l$ is non-zero, its lower pair contributes $l\sin^2\delta_l$ and its upper pair $(l+1)\sin^2\delta_l$. With $Z=1$,

$$S=(2l+1)\sin^2\left[\frac{\pi}{2(2l+1)}\right].$$

For $l=0$ this is 1; for $l=1$ it is $3\times1/4=3/4$. Hence

$$\frac{F_s}{F_p}=\frac{1}{3/4}=\frac43 .$$

The scattering amplitude $f(\theta)$ gives a second route. An electron deflected by $\theta$ loses forward momentum $\hbar k(1-\cos\theta)$, so $\sigma_{\rm tr}=\int(1-\cos\theta)|f|^2d\Omega$. The s impurity has $|f|^2=1/k^2$. The p impurity has $|f|^2=(3\sin\delta_1\cos\theta/k)^2=9\cos^2\theta/(4k^2)$. Both are even in $\cos\theta$, so the $\cos\theta$ term integrates to zero. The cross-sections are $4\pi/k^2$ and $(9/4k^2)(4\pi/3)=3\pi/k^2$, again in the ratio 4 to 3.

The sum rule is linear in the phase shifts, whereas the force is not. For large $l$ the sine can be replaced by its argument, and $S\to\pi^2/[4(2l+1)]$: the same charge, spread over more channels, scatters more weakly.

**When s and p waves are both present**

The sum rule with $Z=1$ now fixes $\delta_0=\pi/2-3\delta_1$, and

$$S=\sin^2\left(\frac{\pi}{2}-4\delta_1\right)+2\sin^2\delta_1=\cos^2(4\delta_1)+2\sin^2\delta_1 .$$

For $0\le\delta_1\le\pi/6$ the end points are 1 and 3/4, but the numerical minimum is 0.264, at $\delta_0=0.516$ and $\delta_1=0.352$. The interference term in $k^2|f|^2$ is $6\cos(\delta_0-\delta_1)\sin\delta_0\sin\delta_1\cos\theta$. It is positive in the forward direction here, and forward scattering transfers little momentum. The two pure cases therefore do not bracket the force.

**Numbers for an interconnect**

Take round values in the regime of an on-chip line under an accelerated electromigration test: $n=8\times10^{22}\ \mathrm{cm^{-3}}$, resistivity $\rho=3\ \mu\Omega\,\mathrm{cm}$, $j=1\ \mathrm{MA/cm^2}$ and 573 K. The impurities are dilute, so $\rho$ is held fixed. This $\rho$ is on the low side: bulk copper has about 3.5 $\mu\Omega$ cm at 573 K, and thin lines or aluminium have more. The forces below do not depend on $\rho$, but the valences scale as $1/\rho$; at 3.5 $\mu\Omega$ cm the s value would be about $-111$ instead of $-129$. The field is $\rho j=3$ V/cm, or $3\times10^{-7}$ V/nm. With $k_F=13.33\ \mathrm{nm^{-1}}$, the cross-sections are $4\pi/k_F^2=0.0707\ \mathrm{nm^2}$ for s and $0.0530\ \mathrm{nm^2}$ for p.

Using $\rho=\hbar k_F/(ne^2\ell)$, where $\ell=22.8$ nm is the mean free path, the force divided by $e\rho j$ is $n\ell\sigma_{\rm tr}$. Since $n=80\ \mathrm{nm^{-3}}$,

$$80\times22.8\times0.0707\approx129,\qquad F_s\approx129\times3\times10^{-7}=3.87\times10^{-5}\ \mathrm{eV/nm}.$$

The p impurity gives 96.8 and $2.90\times10^{-5}$ eV/nm. In newtons the forces are $6.2\times10^{-15}$ and $4.7\times10^{-15}$. The wind valences are $-129$ and $-97$, the sign marking a force against the field. Adding a direct force of valence $+1$ changes the total-force ratio only to 1.337.

A Yukawa potential, $V=-(e^2/4\pi\epsilon_0r)e^{-r/\lambda}$, offers a less idealised comparison. Tuned to $Z=1$, it has $\lambda=0.0459$ nm and phase shifts 1.108, 0.113 and 0.018 for $l=0,1,2$. The first two pairs give $0.703+0.018=0.721$, close to the full $S=0.722$. The nearness to 3/4 does not indicate p scattering: the s phase dominates. Being below $\pi/2$, it would alone give $S=\sin^2(1.108)=0.80$, and including the small p phase lowers this to 0.73: interference removes 0.11, while p scattering itself adds 0.04. The higher waves bring the sum to 0.72. For this potential, direct spatial integration of $|\psi|^2V'\cos\theta$ at $k_F$ agreed with the phase-shift formula to the printed precision.

These wind valences are far above the rough range of a few to a few tens usual for interconnect metals. The model also gives impurity resistivities of 3.9 and 2.9 $\mu\Omega$ cm per atomic per cent, at one electron per atom, whereas zinc in copper adds roughly 0.3. Real impurities break the single-channel assumption; within the s–p model, mixing can reduce the s-only force by a factor of up to $1/0.264\approx3.8$. That alone does not close the resistivity gap. Allowing d waves as well lowers the smallest $S$ at $Z=1$ to 0.068, at $\delta_0=0.261$, $\delta_1=0.218$ and $\delta_2=0.131$. This corresponds to 0.26 $\mu\Omega$ cm per atomic per cent, so spreading the charge over more channels could be enough to close the gap, though this does not show that it is the cause in zinc. The lattice and its Bloch waves are not treated here. Scattering from neighbours is another omission: at 0.25 nm the s-scattered amplitude is still 0.30 of the incident one, so interference with waves scattered by neighbours need not be negligible. Thermal smearing is minor by comparison, changing the Yukawa force by about $-7\times10^{-5}$ of its value. The 4 to 3 ratio is thus a property of two limiting scatterers, not a prediction for a pair of real solutes. Further values are in the numerical output.

## Table of computed values

```
Electron density: 8e+22 cm^-3
Resistivity: 3 microohm cm
Current density: 1 MA/cm^2
Temperature: 573 K
Jump length: 0.25 nm
Fermi wave number: 13.33 nm^-1
Fermi energy: 6.7701 eV
Fermi velocity: 1.5432e+06 m/s
Drift speed: 0.78019 m/s
Electric field: 3 V/cm
Mean free path: 22.818 nm
s only, phase shift: 1.5708 rad
s only, Friedel charge: 1 electrons
s only, transport sum S: 1
s only, transport cross-section: 0.070719 nm^2
s only, wind force: 3.8728e-05 eV/nm
s only, wind force converted: 6.205e-15 N
s only, wind valence: -129.09
s only, resistivity per at.%: 3.8728 microohm cm
p only, phase shift: 0.5236 rad
p only, Friedel charge: 1 electrons
p only, transport sum S: 0.75
p only, transport cross-section: 0.053039 nm^2
p only, wind force: 2.9046e-05 eV/nm
p only, wind force converted: 4.6537e-15 N
p only, wind valence: -96.821
p only, resistivity per at.%: 2.9046 microohm cm
Wind force ratio s/p: 1.3333
Smallest S for mixed s and p at Z=1: 0.26401
Mixed minimum, s phase: 0.51615 rad
Mixed minimum, p phase: 0.35155 rad
Yukawa screening length: 0.045865 nm
Yukawa phase l=0: 1.1076 rad
Yukawa phase l=1: 0.11337 rad
Yukawa phase l=2: 0.018219 rad
Yukawa Friedel charge: 1 electrons
Yukawa transport sum S: 0.72152
Yukawa wind force: 2.7943e-05 eV/nm
Yukawa wind valence: -93.144
Box level shift times radius, l=0: 1.0932 rad
Scattering phase at box level, l=0: 1.0934 rad
Box level shift times radius, l=1: 0.12818 rad
Scattering phase at box level, l=1: 0.12815 rad
Spatial force / phase-shift force: 1
Displaced-sphere force / linear formula: 1
Total force ratio with direct valence +1: 1.3368
Thermal energy / Fermi energy: 0.0072934
Relative thermal change, Yukawa force: -6.6581e-05
s-wave amplitude at neighbour / incident: 0.30007
Fermi wave number times mean free path: 304.17
s-only work per jump / thermal energy: 0.00019608
```
